# A Hydrogen ns State in a Suddenly Applied Weak Field: a numerical check

```python
"""Hydrogen ns state after a weak static field F along z is switched on.
Result under test (atomic units, phase = 3 n F t):
  P_l = (2l+1) l!^2 (n-l-1)!/(n (n+l)!) (2 sin(phase/2))^(2l)
        * [Gegenbauer C_{n-l-1}^{(l+1)}(cos(phase/2))]^2,
with full recurrence at T = 2 pi/(3 n F).
n: principal quantum number; l: orbital quantum number; m = 0.
Pseudospins J1, J2 = (L +- A)/2 have length j = (n-1)/2;
A is n times the Runge-Lenz operator a.
"""
from math import factorial, pi
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, fine_structure
from scipy.linalg import eigh
from scipy.special import (eval_gegenbauer, eval_genlaguerre, gammaln,
                           roots_laguerre)


def population(n, l, phase):
    """Derived closed formula for the l population."""
    pref = ((2*l + 1)*factorial(l)**2*factorial(n - l - 1)
            / (n*factorial(n + l)))
    return (pref*(2*np.sin(phase/2))**(2*l)
            * eval_gegenbauer(n - l - 1, l + 1, np.cos(phase/2))**2)


# ---- Operator identities, applied exactly to a test function ----
x, y, z, s = sp.symbols("x y z s")      # s stands for 1/r
coords = (x, y, z)
r_squared = x**2 + y**2 + z**2


def mom(g, i):
    q = coords[i]
    return sp.expand(-sp.I*(sp.diff(g, q) - s**3*q*sp.diff(g, s)))


def ang(g, i):
    b, c = (i + 1) % 3, (i + 2) % 3
    return sp.expand(coords[b]*mom(g, c) - coords[c]*mom(g, b))


def ham(g):
    return sp.expand(sum(mom(mom(g, i), i) for i in range(3))/2 - s*g)


def runge(g, i):
    b, c = (i + 1) % 3, (i + 2) % 3
    p_cross_l = mom(ang(g, c), b) - mom(ang(g, b), c)
    l_cross_p = ang(mom(g, c), b) - ang(mom(g, b), c)
    return sp.expand((p_cross_l - l_cross_p)/2 - coords[i]*s*g)


def generator(g):
    first = sum(z*coords[i]*mom(g, i) + mom(coords[i]*z*g, i)
                for i in range(3))/2
    second = (r_squared*mom(g, 2) + mom(r_squared*g, 2))/2
    return sp.expand(first/3 - 2*second/3)


def at_point(g):
    return sp.simplify(g.subs({x: 1, y: 2, z: 2, s: sp.Rational(1, 3)}))


trial = sp.expand((1 + x + 2*y - z)**4 + x*y*z**2)
shell_identity = (runge(trial, 2)
                  - sp.Rational(2, 3)*(z*ham(trial) + ham(z*trial))
                  - sp.I*(ham(generator(trial)) - generator(ham(trial))))
assert at_point(shell_identity) == 0
commutator = (runge(runge(trial, 1), 0) - runge(runge(trial, 0), 1)
              + 2*sp.I*ham(ang(trial, 2)))
assert at_point(commutator) == 0
a_dot_l = sum(runge(ang(trial, i), i) for i in range(3))
assert at_point(a_dot_l) == 0
l_squared_trial = sum(ang(ang(trial, i), i) for i in range(3))
a_squared = (sum(runge(runge(trial, i), i) for i in range(3))
             - trial - 2*ham(l_squared_trial + trial))
assert at_point(a_squared) == 0


# ---- Explicit pseudospin matrices in the total m = 0 space ----
def pseudospin_shell(n):
    """Return m1 values and eigenvectors of L^2, ordered by l."""
    j = (n - 1)/2
    m = np.arange(n) - j
    jz = np.diag(m)
    raising = np.diag(np.sqrt(j*(j + 1) - m[:-1]*(m[:-1] + 1)), -1)
    dot = (np.kron(jz, jz) + 0.5*np.kron(raising, raising.T)
           + 0.5*np.kron(raising.T, raising))
    total = 2*j*(j + 1)*np.eye(n*n) + 2*dot
    zero_m = [i*n + (n - 1 - i) for i in range(n)]
    values, vectors = np.linalg.eigh(total[np.ix_(zero_m, zero_m)])
    ells = np.arange(n)
    assert np.allclose(values, ells*(ells + 1), atol=1e-9)
    return m, vectors


phases = np.linspace(0, 2*pi, 41)
spin_error = 0.0
for n_test in (2, 3, 6, 7, 10):
    m1, vec = pseudospin_shell(n_test)
    for ph in phases:
        rot1 = np.exp(1j*ph*m1/2)
        rot2 = np.exp(-1j*ph*(-m1)/2)
        direct = abs(vec.T @ (rot1*rot2*vec[:, 0]))**2
        closed = [population(n_test, l, ph) for l in range(n_test)]
        spin_error = max(spin_error, np.max(abs(direct - closed)))
        mean_l2 = sum(l*(l + 1)*direct[l] for l in range(n_test))
        assert abs(mean_l2 - 2*(n_test**2 - 1)/3*np.sin(ph/2)**2) < 1e-9
        if 0 < ph < 2*pi:
            ratio = np.sin(n_test*ph/2)/(n_test*np.sin(ph/2))
            assert abs(direct[0] - ratio**2) < 1e-10
            assert direct[0] < 1 - 1e-4
    final = vec.T @ (np.exp(2j*pi*m1)*vec[:, 0])
    assert abs(final[0] - (-1)**(n_test - 1)) < 1e-10
assert spin_error < 1e-9

# ---- Worked example and orthogonal-polynomial form of the l states ----
n = 10
field = 1e-7
period = 2*pi/(3*n*field)
m1, vec = pseudospin_shell(n)
poly, _ = np.linalg.qr(np.vander(m1/max(m1), n, increasing=True))
assert np.allclose(abs(poly.T @ (np.sign(vec[:, 0])[:, None]*vec)),
                   np.eye(n), atol=1e-9)

# ---- Full H0 + F z in a Sturmian basis that contains other shells ----
n_max = 22
labels = [(l, k) for l in range(n_max) for k in range(l + 1, n_max + 1)]
ell = np.array([a for a, b in labels])
number = np.array([b for a, b in labels])
nodes, weights = roots_laguerre(32)
radial = np.array([
    np.exp(0.5*(gammaln(k - l) - gammaln(k + l + 1)))*nodes**(l + 1)
    * eval_genlaguerre(k - l - 1, 2*l + 1, nodes) for l, k in labels])
same_l = ell[:, None] == ell[None, :]
inverse_r = ((radial*weights/nodes) @ radial.T)*same_l
assert np.allclose(inverse_r, np.eye(len(labels)), atol=1e-8)
overlap = n/2*((radial*weights) @ radial.T)*same_l
r_matrix = (n/2)**2*((radial*weights*nodes) @ radial.T)
upper = np.maximum(ell[:, None], ell[None, :])
neighbour = abs(ell[:, None] - ell[None, :]) == 1
cosine = np.where(neighbour, upper/np.sqrt(4.0*upper**2 - 1 + (upper == 0)*2),
                  0.0)
z_matrix = r_matrix*cosine
h_zero = np.diag(number/n - 1.0) - overlap/(2*n**2)
shell = [labels.index((l, n)) for l in range(n)]
shell_norm = np.sqrt(np.diag(overlap)[shell])
z_shell = z_matrix[np.ix_(shell, shell)]/np.outer(shell_norm, shell_norm)
z_eigenvalues = np.linalg.eigvalsh(z_shell)
assert np.allclose(z_eigenvalues, 1.5*n*np.arange(-(n - 1), n, 2), atol=1e-6)
z_spin = vec.T @ np.diag(-1.5*n*2*m1) @ vec
assert np.allclose(abs(z_spin), abs(z_shell), atol=1e-6)

energies, states = eigh(h_zero + field*z_matrix, overlap)
projection = (overlap[shell] @ states)/shell_norm[:, None]
full_error = 0.0
outside = 0.0
for ph in phases:
    t = ph/(3*n*field)
    amp = projection @ (np.exp(-1j*energies*t)*projection[0])
    pop = abs(amp)**2
    closed = np.array([population(n, l, ph) for l in range(n)])
    full_error = max(full_error, np.max(abs(pop - closed)))
    outside = max(outside, 1 - pop.sum())
full_return = pop[0]
# residual is of order (n^5 F)^2 = 1e-4: mixing with other shells
assert full_error < 3e-4
assert full_return > 1 - 3e-4

# ---- Leading fine structure inside the shell, m_j = +1/2 ----
basis = [(l, 0) for l in range(n)] + [(l, 1) for l in range(1, n)]
size = len(basis)
h_spin = np.zeros((size, size))


def fine_energy(j_plus_half):
    return -fine_structure**2/(2*n**3)*(1/j_plus_half - 3/(4*n))


h_spin[0, 0] = fine_energy(1)
for l in range(1, n):
    pair = [basis.index((l, 0)), basis.index((l, 1))]
    off = 0.5*np.sqrt(l*(l + 1))
    l_dot_s = np.array([[0.0, off], [off, -0.5]])
    projector = (l_dot_s + (l + 1)/2*np.eye(2))/(l + 0.5)
    h_spin[np.ix_(pair, pair)] = (fine_energy(l)*np.eye(2)
                                  + (fine_energy(l + 1) - fine_energy(l))
                                  * projector)
fine_levels = np.linalg.eigvalsh(h_spin)
fine_spread = fine_levels[-1] - fine_levels[0]
for m in (0, 1):
    for l in range(m + 1, n):
        a, b = basis.index((l, m)), basis.index((l - 1, m))
        radial_element = z_shell[l, l - 1]*np.sqrt(4*l*l - 1)/l
        element = radial_element*np.sqrt((l*l - m*m)/(4*l*l - 1))
        h_spin[a, b] += field*element
        h_spin[b, a] += field*element
e_spin, v_spin = np.linalg.eigh(h_spin)
fine_change = 0.0
for ph in phases:
    t = ph/(3*n*field)
    amp = v_spin @ (np.exp(-1j*e_spin*t)*v_spin[0])
    pop = np.zeros(n)
    for index, (l, m) in enumerate(basis):
        pop[l] += abs(amp[index])**2
    closed = np.array([population(n, l, ph) for l in range(n)])
    fine_change = max(fine_change, np.max(abs(pop - closed)))
fine_return = pop[0]
assert fine_return > 0.99
assert fine_change < 0.06

# ---- Numbers for the text ----
au_time = physical_constants["atomic unit of time"][0]
au_field = physical_constants["atomic unit of electric field"][0]
print(f"principal quantum number n = {n}")
print(f"pseudospin length j = {(n - 1)/2:.1f}")
print(f"field F = {field:.3e} a.u. = {field*au_field/100:.2f} V/cm")
print(f"weak-field parameter n^5 F = {n**5*field:.4f}")
print(f"m=0 level spacing 3nF = {3*n*field:.4e} hartree")
print(f"recurrence time T = {period:.5e} a.u. = {period*au_time*1e12:.3f} ps")
print(f"first zero of s population T/n = {period/n:.5e} a.u.")
print(f"Kepler period 2 pi n^3 = {2*pi*n**3:.2f} a.u.")
print(f"T / Kepler period = {period/(2*pi*n**3):.2f}")
fractions = (0.05, 0.10, 0.25, 0.50)
print("l populations (dimensionless) at t/T = 0.05, 0.10, 0.25, 0.50")
for l in range(n):
    row = "  ".join(f"{population(n, l, 2*pi*f):.6f}" for f in fractions)
    print(f"l = {l}:  {row}")
sums = [sum(population(n, l, 2*pi*f) for l in range(n)) for f in fractions]
means = [sum(l*(l + 1)*population(n, l, 2*pi*f) for l in range(n))
         for f in fractions]
print("sum of populations: " + "  ".join(f"{v:.6f}" for v in sums))
print("mean L^2 (hbar^2): " + "  ".join(f"{v:.4f}" for v in means))
assert np.allclose(sums, 1, atol=1e-10)
assert all(population(n, l, pi) < 1e-20 for l in range(0, n, 2))
print(f"largest error, pseudospin matrices vs formula = {spin_error:.1e}")
print(f"Sturmian basis size = {len(labels)}")
print(f"largest population change, full H0+Fz vs formula = {full_error:.2e}")
print(f"largest sampled population outside shell = {outside:.2e}")
print(f"s population at T, full H0+Fz = {full_return:.7f}")
print(f"fine-structure spread = {fine_spread:.3e} hartree")
print(f"fine-structure spread / Stark spacing = {fine_spread/(3*n*field):.5f}")
print(f"largest population change from fine structure = {fine_change:.2e}")
print(f"s population at T with fine structure = {fine_return:.7f}")
print("no test failed")
```

It prints:

```
principal quantum number n = 10
pseudospin length j = 4.5
field F = 1.000e-07 a.u. = 514.22 V/cm
weak-field parameter n^5 F = 0.0100
m=0 level spacing 3nF = 3.0000e-06 hartree
recurrence time T = 2.09440e+06 a.u. = 50.661 ps
first zero of s population T/n = 2.09440e+05 a.u.
Kepler period 2 pi n^3 = 6283.19 a.u.
T / Kepler period = 333.33
l populations (dimensionless) at t/T = 0.05, 0.10, 0.25, 0.50
l = 0:  0.408635  0.000000  0.020000  0.000000
l = 1:  0.493624  0.317337  0.000606  0.030303
l = 2:  0.091144  0.469666  0.096970  0.000000
l = 3:  0.006372  0.179990  0.053706  0.074592
l = 4:  0.000222  0.030200  0.054825  0.000000
l = 5:  0.000004  0.002669  0.332308  0.131282
l = 6:  0.000000  0.000133  0.310303  0.000000
l = 7:  0.000000  0.000004  0.112327  0.224654
l = 8:  0.000000  0.000000  0.017902  0.000000
l = 9:  0.000000  0.000000  0.001053  0.539169
sum of populations: 1.000000  1.000000  1.000000  1.000000
mean L^2 (hbar^2): 1.6151  6.3024  33.0000  66.0000
largest error, pseudospin matrices vs formula = 5.2e-15
Sturmian basis size = 253
largest population change, full H0+Fz vs formula = 3.36e-05
largest sampled population outside shell = 7.42e-05
s population at T, full H0+Fz = 0.9999813
fine-structure spread = 2.396e-08 hartree
fine-structure spread / Stark spacing = 0.00799
largest population change from fine structure = 2.55e-05
s population at T with fine structure = 0.9999775
no test failed
```
